# The Aharonov–Casher Phase from the Planar Dirac–Pauli Equation: test program

```python
"""
Result under test: a neutral Dirac-Pauli particle (moment mu, mass m) moving
in the xy plane in a static planar electric field E, with beta*Sigma_z = s,
obeys the charged Dirac equation with q*A replaced by a = s*mu*(z_hat x E).
Around a line charge lambda it acquires the phase s*mu*lambda
(hbar = c = 1, Heaviside-Lorentz), or s*mu_0*mu*lambda/hbar in SI units.
Symbolic tests use natural units; the numerical example uses SI units.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad

t, x, y, z = coords = sp.symbols("t x y z", real=True)
m, mu, lam, B = sp.symbols("m mu lambda B", positive=True)
I = sp.I
pauli = [sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[0, -I], [I, 0]]),
         sp.Matrix([[1, 0], [0, -1]])]
gamma = [sp.diag(1, 1, -1, -1)]
for sig in pauli:
    top = sp.zeros(2).row_join(sig)
    bottom = (-sig).row_join(sp.zeros(2))
    gamma.append(top.col_join(bottom))
ZERO = sp.zeros(4, 1)


def free_operator(psi, mass):
    out = -mass * psi
    for g, c in zip(gamma, coords):
        out += I * g * psi.diff(c)
    return out


def lower_index(A):
    return [A[0], -A[1], -A[2], -A[3]]


def dirac_pauli(psi, A, mass=m):
    """Covariant operator with the field tensor taken from the potential A."""
    Al = lower_index(A)
    coupling = sp.zeros(4)
    for i in range(4):
        for j in range(4):
            F = sp.diff(Al[j], coords[i]) - sp.diff(Al[i], coords[j])
            sigma_ij = I / 2 * (gamma[i] * gamma[j] - gamma[j] * gamma[i])
            coupling += mu / 2 * F * sigma_ij
    return free_operator(psi, mass) - coupling * psi


def charged_dirac(psi, qA, mass=m):
    """Covariant minimally coupled operator; qA is charge times potential."""
    out = free_operator(psi, mass)
    for g, a in zip(gamma, lower_index(qA)):
        out -= a * g * psi
    return out


def hamiltonian(psi, A):
    return (I * psi.diff(t) - gamma[0] * dirac_pauli(psi, A)).applyfunc(sp.expand)


def expanded(v):
    return v.applyfunc(lambda e: sp.expand(e.doit()))


def sector_spinor(s, upper, lower):
    if s == 1:
        return sp.Matrix([upper, 0, 0, lower])
    return sp.Matrix([0, upper, lower, 0])


# Sign of the moment: spin up at rest in a uniform field B along z.
up = sp.Matrix([1, 0, 0, 0])
A_uniform = [0, -B * y / 2, B * x / 2, 0]
assert expanded(hamiltonian(up, A_uniform) - (m - mu * B) * up) == ZERO

# Equality with the charged Dirac equation for an arbitrary planar potential.
V = sp.Function("V")(x, y)
Ex, Ey = -sp.diff(V, x), -sp.diff(V, y)
div_E = sp.diff(Ex, x) + sp.diff(Ey, y)
f = sp.Function("f")(t, x, y)
g_low = sp.Function("g")(t, x, y)
for s in (1, -1):
    psi = sector_spinor(s, f, g_low)
    a = [-s * mu * Ey, s * mu * Ex]
    neutral = dirac_pauli(psi, [V, 0, 0, 0])
    assert expanded(neutral - charged_dirac(psi, [0, a[0], a[1], 0])) == ZERO
    # The opposite sign of the effective potential must fail.
    assert expanded(neutral - charged_dirac(psi, [0, -a[0], -a[1], 0])) != ZERO

    # The other spin sector stays empty, unless p_z or E_z is present.
    other = (1, 2) if s == 1 else (0, 3)
    assert all(sp.expand(neutral[k]) == 0 for k in other)
    moving = dirac_pauli(psi * sp.exp(I * z), [V, 0, 0, 0])
    assert any(sp.expand(moving[k]) != 0 for k in other)
    tilted = dirac_pauli(psi, [V + z, 0, 0, 0])
    assert any(sp.expand(tilted[k]) != 0 for k in other)

    # Squared equation: only the charge density acts as a magnetic field.
    squared = hamiltonian(hamiltonian(psi, [V, 0, 0, 0]), [V, 0, 0, 0])
    kinetic = sp.zeros(4, 1)
    for c, ac in zip((x, y), a):
        once = -I * psi.diff(c) - ac * psi
        kinetic += -I * once.diff(c) - ac * once
    expected = m**2 * psi + kinetic - mu * div_E * gamma[0] * psi
    assert expanded(squared - expected) == ZERO

# Local solution near a line charge: free wave times an angular phase factor.
# The free wave has mass 1, momentum (2, 2) and energy 3.
V_line = -lam / (4 * sp.pi) * sp.log(x**2 + y**2)
angle = sp.atan2(y, x)
for s in (1, -1):
    spinor = sector_spinor(s, 1, sp.Rational(1, 4) * (2 + 2 * I * s))
    wave = sp.exp(I * (2 * x + 2 * y - 3 * t))
    assert expanded(free_operator(spinor * wave, 1)) == ZERO
    for winding in (1, -1):
        factor = wave * sp.exp(I * winding * s * mu * lam * angle / (2 * sp.pi))
        residual = dirac_pauli(spinor * factor, [V_line, 0, 0, 0], 1)
        residual = (residual / factor).applyfunc(sp.simplify)
        assert (residual == ZERO) == (winding == 1)

# Numerical example in SI units: neutron and a line charge of chosen size.
hbar, c, e = const.hbar, const.c, const.e
eps0, mu0 = const.epsilon_0, const.mu_0
moment = const.physical_constants["neutron mag. mom."][0]
line_charge = 1.0e-6
radius = 1.0e-3
field = line_charge / (2 * np.pi * eps0 * radius)
a_phi = moment * field / c**2
phase = moment * line_charge / (eps0 * hbar * c**2)


def loop_phase(center_x, center_y, points=400):
    """Phase for s=+1 on an ellipse (semi-axes 2 and 1 mm), lengths in mm.

    The electric field is summed from Coulomb's law along the line.
    """
    total = 0.0
    step = 2 * np.pi / points
    for u in np.arange(points) * step:
        px, py = center_x + 2 * np.cos(u), center_y + np.sin(u)
        dx, dy = -2 * np.sin(u) * step, np.cos(u) * step
        r2 = px**2 + py**2
        coulomb = quad(lambda h: (r2 + h * h)**-1.5, -np.inf, np.inf)[0]
        total += coulomb * (-py * dx + px * dy)
    return moment * line_charge / (4 * np.pi * eps0 * hbar * c**2) * total


phase_enclosing = loop_phase(0.4, -0.2)
phase_outside = loop_phase(4.0, 0.0)
assert abs(phase_enclosing / phase - 1) < 1e-6
assert abs(phase_outside / phase) < 1e-6

# Dual arrangement: charge +e around a solenoid made of current rings.
# Along the infinite stack, the integral of 1/distance is a constant minus
# log(d^2); the constant drops out of the angular integral.
M_dual = moment * line_charge / e
ring_radius, path_radius = 1.0, 2.5
ring_current_density = M_dual / (np.pi * ring_radius**2)
angular = quad(lambda q: -np.cos(q) * np.log(
    ring_radius**2 + path_radius**2
    - 2 * ring_radius * path_radius * np.cos(q)), 0, 2 * np.pi)[0]
A_phi = mu0 * ring_current_density * ring_radius / (4 * np.pi) * angular
flux = 2 * np.pi * path_radius * A_phi
phase_AB = e * flux / hbar
assert abs(flux / (mu0 * M_dual) - 1) < 1e-8
assert abs(phase_AB / phase_enclosing - 1) < 1e-6

print(f"neutron magnetic moment mu          = {moment:.6e} J/T")
print(f"line charge lambda (chosen)         = {line_charge:.3e} C/m")
print(f"distance from the line (chosen)     = {radius:.3e} m")
print(f"electric field at that distance     = {field:.5e} V/m")
print(f"effective momentum a_phi, s=+1      = {a_phi:.5e} kg m/s")
print(f"phase from formula, s=+1            = {phase:.6e} rad")
print(f"phase from formula, s=-1            = {-phase:.6e} rad")
print(f"phase, ellipse around line, s=+1    = {phase_enclosing:.6e} rad")
print(f"|phase|, ellipse beside line, below 1e-9 rad: {abs(phase_outside) < 1e-9}")
print(f"line charge for |phase| = 2 pi      = "
      f"{2 * np.pi * line_charge / abs(phase):.5e} C/m")
print(f"dual solenoid moment per length M   = {M_dual:.5e} A m")
print(f"dual solenoid flux Phi              = {flux:.5e} Wb")
print(f"dual flux in units of h/e           = {flux * e / const.h:.5e}")
print(f"phase of charge +e around solenoid  = {phase_AB:.6e} rad")
print("all assertions hold")
```

Printed output:

```
neutron magnetic moment mu          = -9.662365e-27 J/T
line charge lambda (chosen)         = 1.000e-06 C/m
distance from the line (chosen)     = 1.000e-03 m
electric field at that distance     = 1.79751e+07 V/m
effective momentum a_phi, s=+1      = -1.93247e-36 kg m/s
phase from formula, s=+1            = -1.151376e-04 rad
phase from formula, s=-1            = 1.151376e-04 rad
phase, ellipse around line, s=+1    = -1.151376e-04 rad
|phase|, ellipse beside line, below 1e-9 rad: True
line charge for |phase| = 2 pi      = 5.45711e-02 C/m
dual solenoid moment per length M   = -6.03077e-14 A m
dual solenoid flux Phi              = -7.57849e-20 Wb
dual flux in units of h/e           = -1.83247e-05
phase of charge +e around solenoid  = -1.151376e-04 rad
all assertions hold
```
